# Upward curl of a released cantilever does not prove tensile mean stress

## Definitions and conventions

A flat film of thickness $h$ is attached to a support. Part of it is cut into a strip of length $L$ and width $w$, and the layer beneath the strip is removed. One end stays anchored. The coordinate $x$ runs from the anchor to the free end, $y$ runs across the width, and $z$ points upward from the film's mid-plane, so the faces lie at $z=\pm h/2$.

Before release the film carries the same stress in both in-plane directions, $\sigma_{xx}=\sigma_{yy}=\sigma(z)$. Tension is positive. Two integrals of this profile are needed, its mean and its first moment:

$$\bar\sigma=\frac1h\int_{-h/2}^{h/2}\sigma\,dz,\qquad m=\int_{-h/2}^{h/2}\sigma\,z\,dz .$$

"Single material" means here that Young's modulus $E$ and Poisson's ratio $\nu$ are the same at every depth. The material is isotropic and linearly elastic, and strains and slopes are small.

Strain is measured from the attached state. Let $u_0(x)$ be the horizontal displacement of the mid-plane and $v(x)$ its upward displacement. In a thin film, a line normal to the mid-plane stays straight and normal, so a point at height $z$ moves horizontally by $u_0-zv'$. Its strain is

$$\varepsilon(z)=u_0'-zv''=\varepsilon_0-\kappa z,\qquad \kappa=v''.$$

Positive $\kappa$ is upward curl: the upper face becomes shorter than the lower one.

The faces are free, so $\sigma_{zz}=0$, and in-plane strains change the stress by

$$\Delta\sigma_{xx}=\frac{E}{1-\nu^2}(\varepsilon_{xx}+\nu\varepsilon_{yy}).$$

If both strains equal $\varepsilon$, the bracket is $(1+\nu)\varepsilon$. Since $1-\nu^2=(1-\nu)(1+\nu)$, this leaves

$$\Delta\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu},$$

where $M$ is the biaxial modulus. No physical constants enter the algebra, so it reads the same in atomic units.

## A film compressed at every depth that curls upward

Let $s=z+h/2$ be the height above the lower face, and take

$$\sigma=a+b\,e^{-s/\lambda},$$

with $a=-20$ MPa, $b=-40$ MPa, $\lambda=0.3$ µm and $h=2$ µm. The stress is $-60$ MPa at the bottom and $-20.05$ MPa at the top. It is compressive everywhere.

Write $T=e^{-h/\lambda}\approx0.0013$. The first integral is $\int_0^h e^{-s/\lambda}ds=\lambda(1-T)$, so

$$\bar\sigma=a+\frac{b\lambda}{h}(1-T)=-20-5.99=-25.99\ \text{MPa},$$

or $-1.62\times10^{-4}$ eV/Å$^3$.

For the moment, $z=s-h/2$. The constant $a$ contributes nothing, because $\int_0^h(s-h/2)\,ds=0$. Integration by parts gives

$$\int_0^h s\,e^{-s/\lambda}ds=-\lambda hT+\lambda\int_0^h e^{-s/\lambda}ds=\lambda^2(1-T)-\lambda hT .$$

Subtracting $h/2$ times the first integral,

$$m=b\left[\lambda^2(1-T)-\lambda hT-\tfrac12\lambda h(1-T)\right]
=b\left[\lambda^2(1-T)-\tfrac12\lambda h(1+T)\right].$$

The bracket is $0.0899-0.3004=-0.2105$ µm$^2$. Multiplied by $b=-40$ MPa it gives $m=+8.42$ MPa µm$^2$. The moment is positive although every stress is negative, because the stronger compression lies below the mid-plane.

After release the stress is $\sigma(z)+M(\varepsilon_0-\kappa z)$, with equal strains in the two directions, as the proof below shows. Nothing pulls on the free end, so the force across a section vanishes:

$$\int_{-h/2}^{h/2}\left[\sigma+M(\varepsilon_0-\kappa z)\right]dz=\bar\sigma h+M\varepsilon_0h=0,$$

since $\int z\,dz=0$. Nothing twists the free end up or down either, so the moment vanishes:

$$\int_{-h/2}^{h/2}\left[\sigma+M(\varepsilon_0-\kappa z)\right]z\,dz=m-\frac{M\kappa h^3}{12}=0,$$

since $\int z^2dz=h^3/12$.

With $E=160$ GPa and $\nu=0.22$, the biaxial modulus is $M=160/0.78=205.1$ GPa. For $L=200$ µm the length changes by

$$\Delta L=-\frac{\bar\sigma}{M}L=\frac{25.99}{205.1\times10^3}\,L=1.267\times10^{-4}L=25.3\ \text{nm}\quad(253\ \text{Å}).$$

The strip grows longer, as a compressed film should. Its curvature is

$$\kappa=\frac{12m}{Mh^3}=\frac{12(8.42)}{(205.1\times10^3)(8)}\ \text{µm}^{-1}=61.6\ \text{m}^{-1},$$

an upward curl with a radius of 16.2 mm. Integrating $v''=\kappa$ twice, with $v=v'=0$ at the anchor, gives the tip height

$$v(L)=\tfrac12\kappa L^2=1231\ \text{nm}\quad(12\,310\ \text{Å}).$$

This film has a compressive mean stress and curls upward. Reversing the sign of the whole profile reverses both results: a film in tension at every depth then shortens and curls downward. Upward curl therefore does not prove a tensile mean stress, and downward curl does not prove a compressive one.

## The general statement

For the free part of a thin single-material cantilever, away from its ends and under the assumptions above,

$$\boxed{\frac{\Delta L}{L}=-\frac{\bar\sigma}{M},\qquad \kappa=\frac{12}{Mh^3}\int_{-h/2}^{h/2}\sigma z\,dz.}$$

The mean stress sets the length and the first moment sets the curvature. Upward curl shows that $m>0$: weighted by distance from the mid-plane, the stress is more tensile above than below.

**Proof.** Allow different strains in the two directions,

$$\varepsilon_{xx}=\alpha_x-\kappa_xz,\qquad \varepsilon_{yy}=\alpha_y-\kappa_yz .$$

No shear or twist is included, because an equal-biaxial stress in an isotropic film drives neither. Consider the piece of the strip between a section at $x$ and the free end. No outside load acts on it, so the section transmits no force and no moment. The same argument applies to a piece between a lengthwise cut and a free side edge. With strains that do not vary along $x$ or $y$, the force and moment per unit width therefore vanish in both directions. The two force conditions are

$$\bar\sigma h+\frac{Eh}{1-\nu^2}(\alpha_x+\nu\alpha_y)=0,\qquad
\bar\sigma h+\frac{Eh}{1-\nu^2}(\alpha_y+\nu\alpha_x)=0 .$$

Their difference is proportional to $(1-\nu)(\alpha_x-\alpha_y)$, so $\alpha_x=\alpha_y=\varepsilon_0$. Either condition then becomes $\bar\sigma h+M\varepsilon_0h=0$, which gives $\varepsilon_0=-\bar\sigma/M$.

The moment conditions are

$$m-\frac{Eh^3}{12(1-\nu^2)}(\kappa_x+\nu\kappa_y)=0,\qquad
m-\frac{Eh^3}{12(1-\nu^2)}(\kappa_y+\nu\kappa_x)=0 .$$

Subtraction gives $\kappa_x=\kappa_y=\kappa$ in the same way, and what remains is $m=M\kappa h^3/12$. This proves both formulas. Stretching and bending separate because $M$ is constant and $\int z\,dz=0$ about the mid-plane. $\square$

## Uniform stress, gradients and what stays locked in

For uniform stress, $m=\bar\sigma\int z\,dz=0$. The film changes its length and, by the same strain, its width, but it does not bend. Every layer wants to contract or expand by the same amount, and all of them can do so together.

Adding a uniform stress $S$ to any profile changes $\bar\sigma$ by $S$ and leaves $m$ alone. In the example, $S=+25.99$ MPa would remove the length change and keep the curl of 61.6 m$^{-1}$. A larger $S$ would make the mean tensile at the same curl. A measured curvature is thus compatible with any mean stress in this model.

For a linear profile $\sigma=\bar\sigma+gz$, the moment is $m=gh^3/12$, and so $\kappa=g/M$. A film more tensile toward its top, $g>0$, curls upward.

For a curved profile the local slope is not enough. The term $cz^2$ has a gradient at almost every depth, yet $\int cz^3dz=0$ and it causes no curl. What counts is the effective gradient $12m/h^3$, here $12(8.42)/8=12.6$ MPa/µm.

The part of the profile that is neither constant nor linear cannot be relieved by a strain linear in $z$. Substituting $\varepsilon_0$ and $\kappa$ into the released stress gives

$$\sigma_{\text{res}}(z)=\sigma(z)-\bar\sigma-M\kappa z .$$

Since $M\kappa=12.6$ MPa/µm, the value at the bottom, $z=-1$ µm, is $-60+25.99+12.6=-21.4$ MPa. At the top it is $-20.05+25.99-12.6=-6.7$ MPa. The total force is zero, so the interior must contain tension. Release does not make such a film stress-free.

## Why the attached wafer behaves differently

While the film is still on a thick wafer, curvature does reveal the sign of the mean stress, unless that mean is almost zero (within about 0.02 MPa for a profile shaped like the example's). Let the wafer be flat before deposition, with thickness $h_s\gg h$ and biaxial modulus $M_s$. The film force per unit width is $\bar\sigma h$, and it acts at a distance of about $h_s/2$ from the wafer's mid-plane. Neglecting the film's own stiffness, the moment balance reads

$$\bar\sigma h\,\frac{h_s}{2}-\frac{M_sh_s^3}{12}\kappa_w=0
\quad\Longrightarrow\quad
\kappa_w=\frac{6\bar\sigma h}{M_sh_s^2},$$

which is Stoney's formula. The mean stress has a lever arm because the film lies to one side of the bending plane. In a released film the bending plane is the film's own mid-plane, and the lever arm of the mean stress is zero.

For $h_s=525$ µm and $M_s=180$ GPa, the formula gives $\kappa_w=-0.00629$ m$^{-1}$. Corrections of order $h/h_s$ depend on the state to which $\sigma$ refers. If $\sigma$ is the stress the film would carry on a wafer held flat, a force and moment balance that keeps the film's stiffness and exact position gives $-0.00620$ m$^{-1}$, smaller in magnitude by 1.4% of the formula's value, mainly because the film relaxes slightly as the wafer bends. If $\sigma$ is the stress the film carries on the bent wafer, the balance gives $\kappa_w=12\int_0^h\sigma\,(h_s/2+s)\,ds/(M_sh_s^3)=-0.00631$ m$^{-1}$, larger in magnitude by 0.3%. The wafer's edges bend downward, away from the film side, while the cantilever cut from the same film curls upward.

Monitoring during growth can nevertheless predict the curl if the whole record is kept. Let $F(t)$ be the film force per unit width when the thickness is $t$, and suppose each layer keeps the stress with which it was deposited. Then $\sigma(s)=dF/ds$ and $F(0)=0$. Integrating by parts,

$$m=\int_0^h\frac{dF}{ds}\left(s-\frac h2\right)ds=\frac{h}{2}F(h)-\int_0^hF(s)\,ds .$$

The final value $F(h)=\bar\sigma h$ fixes the mean stress. The moment also needs the area under the record. If every layer keeps its stress exactly, wafer curvatures for the example at successive thicknesses, converted to $F$ with Stoney's formula, give $m=8.37$ MPa µm$^2$, 0.5% below the direct value of 8.42; this is the error of the formula's lever arm. An elastic film does not keep its stress exactly, because it relaxes slightly as the wafer bends. With $\sigma$ referred to a flat wafer and this relaxation included, the same conversion gives $m=8.61$ MPa µm$^2$, 2.3% above the direct value. Such errors are enlarged because $m$ is a small difference of two larger terms. A change of stress after deposition, for example during annealing, invalidates the prediction if it alters the first moment. A uniform change does not.

## A changing modulus

The statement can fail if the modulus varies through the thickness, even when the stress is uniform. Let $\nu$ be constant and

$$M(z)=M_0\left(1+\frac{2\beta z}{h}\right),$$

so that the top is stiffer than the middle by the fraction $\beta$ and the bottom is softer by the same fraction. For uniform $\sigma$, the force balance is

$$\sigma h+M_0\left(\varepsilon_0h-\kappa\frac{2\beta}{h}\frac{h^3}{12}\right)
=\sigma h+M_0h\left(\varepsilon_0-\frac{\beta\kappa h}{6}\right)=0 .$$

In the moment balance the terms odd in $z$ integrate to zero, leaving

$$M_0\left(\varepsilon_0\frac{2\beta}{h}\frac{h^3}{12}-\kappa\frac{h^3}{12}\right)=0
\quad\Longrightarrow\quad\kappa=\frac{2\beta\varepsilon_0}{h}.$$

Inserting this in the force balance gives $\varepsilon_0(1-\beta^2/3)=-\sigma/M_0$, and therefore

$$\kappa=-\frac{2\beta\sigma}{M_0h(1-\beta^2/3)} .$$

A uniformly compressed film with a stiffer top curls upward: the same stress corresponds to a smaller expansion in the stiffer material. For $\sigma=-25.99$ MPa and $\beta=0.05$ the curvature is 6.34 m$^{-1}$, about a tenth of that in the example. With a uniform modulus, uniform stress means uniform free strain and no curl. A modulus that varies symmetrically about the mid-plane also gives no curl; it is the asymmetric part of the variation that bends the film.

## The anchor: tilt is not curvature

Near the anchor the strip is not free, and there the mean stress can rotate the root. Further out the shape is

$$v(x)=v_0+\theta x+\tfrac12\kappa x^2,$$

where $v_0$ is a small offset and $\theta$ the root tilt. Tilt adds a height that grows in proportion to $x$, so it leaves the curvature unchanged.

A two-dimensional finite-element calculation in the $xz$ plane shows the separation without assuming that normals stay straight. The film rests on an oxide support 2 µm thick, with a rough modulus of 70 GPa, above a substrate given the film's elastic constants. With a uniform tension of 100 MPa and the width free to contract, the fitted curvature is $-1.7\times10^{-8}$ m$^{-1}$, zero for practical purposes. With the width held fixed, a better description of the root of a wide strip, the root tilts upward by 903 µrad. Over 200 µm this lifts the tip by 181 nm. These values belong to a modelled block that reaches 10 µm into the substrate and 16 µm behind the anchor; a much larger block gives a tilt about 8% greater, and a finer mesh lowers it by about 1%. A uniformly tensile film can therefore have a raised tip, but its profile is straight. Tip height alone does not separate the two effects; a fit of the profile away from the root does.

With the example's stress profile and free width, the same calculation gives a curvature of 61.57 m$^{-1}$, in agreement with the formula. With the width held it gives 75.11 m$^{-1}$. The second value follows from setting $\kappa_y=0$ in the first moment condition:

$$\kappa_x=\frac{12m(1-\nu^2)}{Eh^3}=(1+\nu)\frac{12m}{Mh^3},$$

and $1.22\times61.57=75.1$.

The strip in the example is 20 µm wide. Its sag across the width is $\kappa w^2/8=3.1$ nm, far less than its thickness, so the free-width formula suits it away from the root. A much wider or more strongly curled strip would have to stretch to bend in both directions, and the formula would then need correction.

## The example beside a real device

The dimensions and elastic constants are round values in the rough range of surface-micromachined polysilicon cantilevers, for which stresses of tens of MPa are also plausible. The stress profile is chosen, not measured. Real films depart from the model in several ways, and the resulting shifts should be compared with the tip height of 1231 nm:

- A modulus 5% higher at the top and 5% lower at the bottom, as a change of grain texture might cause, raises the tip by 128 nm, or 10%. This is the largest shift found here, and the opposite modulus gradient would lower the tip.
- An oxide 2 nm thick on the top face alone, with a rough stress of $-300$ MPa, lowers the tip by 86 nm. Equal oxides on both faces have opposite moments, which cancel; their added stiffness still lowers the tip by about 3 nm.
- Clamping of the width near the root adds less than 52 nm. This generous estimate raises the curvature by $\nu\kappa$ over a root length $w$, which moves the tip by $\nu\kappa w(L-w/2)$. The effect of the clamp fades over a shorter distance, and for a thin plate with a rigidly clamped root the shift is about 20 nm.
- Root tilt lowers the tip by 24 nm for the full profile. The mean stress alone would lower it by 47 nm. With a much larger block of substrate these values become about 28 and 51 nm.
- A top face 1 K hotter than the bottom would lower the tip by 26 nm, for a rough expansion coefficient of 2.6 ppm/K. This is an extreme case: with a rough conductivity of 30 W/(m K), it needs a heat flux of about 15 MW/m$^2$ through the film. At 1 kW/m$^2$, roughly that of strong sunlight, the shift is negligible.
- Gravity lowers it by about 0.09 nm.

Even if all these shifts acted downward, they would total about 320 nm, and the tip would remain raised.

Length readings need a correction as well. Seen from above, a mid-plane arc of length $L$ covers $\sin(\kappa L)/\kappa$. With $\sin q\approx q-q^3/6$, the apparent shortening is $\kappa^2L^3/6=5.05$ nm. At the mid-plane, the true lengthening of 25.34 nm would thus appear as 20.29 nm, and inferring $\bar\sigma$ from it without correction would understate the compression by a fifth. The choice of edge matters even more. The end face is tilted by about $\kappa L$, which moves its upper edge back by $(h/2)\kappa L=12.3$ nm and its lower edge outward by the same amount. Readings at these edges would give about 8 and 33 nm. All these values leave out the outward shift of the root itself, which is about 1 nm for the modelled block and about 2 nm for a block as deep as the wafer is thick (in this two-dimensional model it keeps growing, by about 0.5 nm for each tenfold increase of the block), and which must be subtracted if the tip is measured against a fixed point on the substrate. The numerical output lists the main values used here. The thin surface oxide's Poisson ratio of 0.17 and the finite-element geometry are set in the program; the oxide support is given the film's ratio of 0.22.

## Values computed for the example and the checks

```
Young's modulus (rough): 160 GPa
Poisson ratio (rough): 0.22
Biaxial modulus: 205.1 GPa
Film thickness: 2 um
Cantilever length: 200 um
Cantilever width: 20 um
Bulk stress parameter: -20 MPa
Extra stress at lower interface: -40 MPa
Decay length of extra stress: 0.3 um
Stress at bottom before release: -60 MPa
Stress at top before release: -20.05 MPa
Mean stress: -25.99 MPa
Mean stress, converted: -0.0001622 eV/A^3
First moment of stress: 8.42 MPa um^2
Length strain on release: 0.0001267
Length change: 25.34 nm
Length change, converted: 253.4 A
Curvature: 61.57 1/m
Radius of curvature: 16.24 mm
Tip height from curvature: 1231 nm
Tip height, converted: 1.231e+04 A
Shortening of projection by curl: 5.054 nm
Residual stress at bottom: -21.38 MPa
Residual stress at top: -6.688 MPa
Finite-element curvature, free width: 61.57 1/m
Finite-element curvature, held width: 75.11 1/m
Uniform tension in anchor test: 100 MPa
Its stretch, free width: -0.0004875
Its curvature, free width: -1.7e-08 1/m
Its root slope, held width: 903 urad
Wafer thickness: 525 um
Wafer biaxial modulus (rough): 180 GPa
Wafer curvature, layered plate: -0.006199 1/m
Wafer curvature, thin-film formula: -0.006287 1/m
First moment from growth record: 8.612 MPa um^2
Support modulus (rough): 70 GPa
Tip shift, root tilt by mean stress: -46.9 nm
Tip shift, root tilt by full profile: -24.2 nm
Tip shift, width clamped at root (estimate): 51.5 nm
Sag across width: 3.08 nm
One-sided oxide thickness (rough): 2 nm
One-sided oxide stress (rough): -300 MPa
Tip shift, one-sided oxide: -86.1 nm
Modulus excess at top, deficit at bottom: 5 %
Tip shift, modulus gradient: 128 nm
Curvature from mean stress and modulus gradient: 6.341 1/m
Thermal expansion (rough): 2.6 ppm/K
Top minus bottom temperature: 1 K
Tip shift, temperature difference: -26 nm
Density (rough): 2330 kg/m^3
Tip shift, gravity: -0.086 nm
```
